# Hydrogen density at the nucleus: histogram versus Hiller-Sucher-Feinberg estimator

## The problem

The hydrogen ground state, with an infinitely heavy nucleus and in Hartree atomic units, has the density $\rho(r)=e^{-2r}/\pi$, so $\rho(0)=1/\pi\approx0.3183\ \text{bohr}^{-3}$. Suppose that $N$ independent points drawn from $\rho$ are given, and that $\rho(0)$ is to be estimated from them.

1. Count the points in a ball of radius $h$ around the nucleus and divide by $N$ and by the volume. Find the $h$ with the least root mean square (rms) error at large $N$, and how that error falls with $N$.
2. For an $s$ state of one electron in a central potential $V(r)$, show that $\rho(0)$ can be written as an average of $dV/dr$. This is the Hiller-Sucher-Feinberg (HSF) identity. Apply it to hydrogen.
3. Find how the error of the resulting estimator falls with $N$. Check first whether its variance exists.
4. Compare the numbers of points that the two methods need for a mean absolute error of 1 %.

All errors below are relative to $1/\pi$.

## Hints

- **Question 1.** The density has a cusp at the nucleus. Which power of $h$ does the bias start with? The count is binomial.
- **Question 2.** Write the radial equation for $u=\sqrt{4\pi}\,r\psi$ and multiply it by $u'$.
- **Question 3.** How close to the nucleus is the closest of $N$ points, and what does it contribute to the average? For the full law, use the characteristic function.
- **Question 4.** If a variance is infinite, the rms error cannot serve for the comparison. The mean absolute error can.

## Solution

### 1. The histogram

The probability that a point falls in the ball is

$$p=\int_0^h4r^2e^{-2r}dr=\int_0^h4r^2(1-2r+2r^2-\dots)\,dr=\tfrac43h^3-2h^4+\tfrac85h^5-\dots$$

A constant density $1/\pi$ would give $v=\frac1\pi\cdot\frac{4\pi}{3}h^3=\frac43h^3$. If $n$ points fall in the ball, the estimate divided by $1/\pi$ is $n/(Nv)$. Its mean is

$$\frac pv=1-\tfrac32h+\tfrac65h^2-\dots$$

The bias is linear in $h$ because the slope $\rho'(0)=-2\rho(0)$ is not zero.

The count has variance $Np(1-p)$, so the relative variance of the estimate is $p(1-p)/(Nv^2)\approx1/(Nv)=3/(4Nh^3)$ for small $h$. To leading order the mean square error is

$$M(h)=\frac94h^2+\frac{3}{4Nh^3}.$$

A small ball holds few points, and a large one averages over the cusp. Setting the derivative to zero gives

$$\frac92h-\frac{9}{4Nh^4}=0\quad\Rightarrow\quad h_*=(2N)^{-1/5}.$$

This is a minimum, since both terms of $M$ are convex. With $1/N=2h_*^5$ the variance becomes $\frac32h_*^2$, so squared bias and variance stand as $3:2$, and

$$\sqrt{M(h_*)}=\sqrt{\tfrac94+\tfrac32}\;h_*=\frac{\sqrt{15}}2\,(2N)^{-1/5}.$$

A tenfold smaller error costs $10^5$ times as many points.

For question 4 the mean absolute error is needed. The expected count at $h_*$ is about $\frac43Nh_*^3=2/(3h_*^2)$, which is large, so the error is nearly normal, with a mean of size $b=\frac32h_*$ and standard deviation $s=\sqrt{3/2}\,h_*$. Let $Z$ be a standard normal variable. The derivative of $E|b+sZ|$ with respect to $b$ is $P(b+sZ>0)-P(b+sZ<0)=\operatorname{erf}(b/(s\sqrt2))$, and the value at $b=0$ is $s\sqrt{2/\pi}$. Integration over $b$ gives

$$E|b+sZ|=s\sqrt{\tfrac2\pi}\,e^{-b^2/(2s^2)}+b\operatorname{erf}\!\Big(\frac{b}{s\sqrt2}\Big).$$

Here $b^2/(2s^2)=\frac34$, and the result is $1.631\,h_*$. The radius $h_*$ minimizes the rms error; it is kept for this measure too.

### 2. The HSF identity

Take $\psi$ real and normalized. Then $\int_0^\infty u^2dr=1$ and $u''=2(V-E)u$. Multiplication by $u'$ gives

$$\tfrac12\big(u'^2\big)'=(V-E)\big(u^2\big)'.$$

Integrate from $0$ to $\infty$, the right side by parts:

$$-\tfrac12u'(0)^2=\Big[(V-E)u^2\Big]_0^\infty-\int_0^\infty V'u^2\,dr.$$

The bracket vanishes at infinity for a bound state. It vanishes at the origin because $u^2\propto r^2$ there, as long as $V$ is less singular than $1/r^2$, which includes the Coulomb case. Hence $u'(0)^2=2\langle V'\rangle$. Since $u'(0)=\sqrt{4\pi}\,\psi(0)$, the left side is $4\pi\rho(0)$, and

$$\rho(0)=\frac1{2\pi}\Big\langle\frac{dV}{dr}\Big\rangle.$$

The value at one point has become an average over all space. The proof uses the Schrödinger equation, so the identity is guaranteed only for an eigenstate of $V$; for an approximate $\psi$ the two sides differ in general.

For hydrogen $V'=1/r^2$, and the estimator is the average of $1/(2\pi r^2)$ over the points, without any bin. It is unbiased, because $\langle1/r^2\rangle=4\int_0^\infty e^{-2r}dr=2$ gives $\rho(0)=1/\pi$.

The identity was also tested on the potential $-e^{-\mu r}/r$ with $\mu=0.2\ \text{bohr}^{-1}$, diagonalized in a small basis. The wave function at the origin and the average of $V'$ both give $0.3027\ \text{bohr}^{-3}$.

### 3. The error of the HSF estimator

Write the estimator as $Y/\pi$ with $Y=1/(2r^2)$ and $\langle Y\rangle=1$. The second moment is

$$\langle Y^2\rangle=\int_0^\infty4r^2e^{-2r}\frac{1}{4r^4}\,dr=\int_0^\infty\frac{e^{-2r}}{r^2}\,dr,$$

which diverges at small $r$. Cut off at $r_{\min}$, it grows as $1/r_{\min}$. The variance is infinite, and the usual $N^{-1/2}$ law does not apply.

The rate can be guessed from the closest point. It lies where $N\cdot\frac43r^3\sim1$, so $r\sim N^{-1/3}$, and its share of the average is $Y/N\sim N^{2/3}/N=N^{-1/3}$.

**The characteristic function.** For small $k>0$ consider

$$D(k)=\big\langle e^{ikY}-1-ikY\big\rangle=\int_0^\infty4r^2e^{-2r}\Big(e^{ik/(2r^2)}-1-\frac{ik}{2r^2}\Big)dr.$$

Put $r=\sqrt k\,t$. The factor $e^{-2\sqrt k\,t}$ tends to 1, and the remaining integral converges, since the bracket falls as $t^{-4}$ at large $t$:

$$D(k)\approx4k^{3/2}\int_0^\infty t^2\Big(e^{i/(2t^2)}-1-\frac{i}{2t^2}\Big)dt.$$

Rotate the path to $t=e^{-i\pi/4}s$. Between the two paths the exponential stays bounded, the integrand is bounded near the origin and falls as $|t|^{-2}$ far out, so the connecting arcs vanish. Now $t^2=-is^2$, so $i/(2t^2)=-1/(2s^2)$, and $t^2dt=e^{-3i\pi/4}s^2ds$. The integral becomes $e^{-3i\pi/4}K$ with

$$K=\int_0^\infty s^2\Big(e^{-1/(2s^2)}-1+\frac1{2s^2}\Big)ds.$$

The derivative of the bracket is $s^{-3}(e^{-1/(2s^2)}-1)$. Two integrations by parts, with vanishing boundary terms, and then $x=1/s$ give

$$K=\frac13\int_0^\infty\big(1-e^{-1/(2s^2)}\big)ds=\frac13\int_0^\infty\frac{e^{-1/(2s^2)}}{s^2}\,ds=\frac13\int_0^\infty e^{-x^2/2}dx=\frac13\sqrt{\frac\pi2}.$$

With $e^{-3i\pi/4}=-(1+i)/\sqrt2$ this yields

$$D(k)\approx-a(1+i)k^{3/2},\qquad a=\frac{2\sqrt\pi}{3}.$$

Since $\langle Y\rangle=1$, we have $\langle e^{ik(Y-1)}\rangle=e^{-ik}(1+ik+D)$. The linear terms cancel, and the logarithm is $-a(1+i)k^{3/2}$ to leading order.

**The mean of $N$ values.** Let $\Delta$ be the mean of the $Y$ values minus 1. Its characteristic function is the single-point one at $K/N$, raised to the power $N$:

$$\Phi(K)=\langle e^{iK\Delta}\rangle\approx\exp\!\big[-a(1+i)N^{-1/2}K^{3/2}\big].$$

With $K=N^{1/3}q$ the exponent becomes $-a(1+i)q^{3/2}$, free of $N$. Thus $N^{1/3}\Delta$ has a fixed limiting distribution, and the rate is $N^{-1/3}$.

**The mean absolute error.** From $\int_0^\infty(1-\cos v)v^{-2}dv=\pi/2$ follows $|x|=\frac2\pi\int_0^\infty(1-\cos Kx)K^{-2}dK$. Averaging over $\Delta$ and putting $\beta=a(1+i)$,

$$E|\Delta|=\frac2\pi N^{-1/3}\,\mathrm{Re}\int_0^\infty\frac{1-e^{-\beta q^{3/2}}}{q^2}\,dq.$$

Integrate by parts and then set $v=q^{3/2}$:

$$\int_0^\infty\frac{1-e^{-\beta q^{3/2}}}{q^2}dq=\frac{3\beta}2\int_0^\infty q^{-1/2}e^{-\beta q^{3/2}}dq=\beta\int_0^\infty v^{-2/3}e^{-\beta v}dv=\Gamma(\tfrac13)\,\beta^{2/3}.$$

Since $\beta=\sqrt2\,a\,e^{i\pi/4}$, the real part of $\beta^{2/3}$ is $(2a^2)^{1/3}\cos(\pi/6)$, with $2a^2=8\pi/9$. Therefore

$$E|\Delta|\approx\frac{\sqrt3}\pi\,\Gamma(\tfrac13)\Big(\frac{8\pi}9\Big)^{1/3}N^{-1/3}\approx2.08\,N^{-1/3}.$$

A numerical evaluation with the full characteristic function, without the small-$k$ approximation, confirms this limit.

**The sign of the error.** From $\operatorname{sgn}x=\frac2\pi\int_0^\infty\sin(Kx)K^{-1}dK$ one finds, with $v=aq^{3/2}$ and $dq/q=\frac23dv/v$,

$$P(\Delta>0)=\frac12+\frac1\pi\int_0^\infty\frac{\mathrm{Im}\,\Phi}{K}dK=\frac12-\frac{2}{3\pi}\int_0^\infty\frac{e^{-v}\sin v}{v}dv=\frac12-\frac16=\frac13.$$

The last integral is $\pi/4$: with $\sin cv$ in place of $\sin v$, its derivative with respect to $c$ is $1/(1+c^2)$, which integrates from 0 to 1 to $\arctan1$. At large $N$, two runs in three come out too low. The rare points near the nucleus, which would raise the average, are missing from most runs.

The usual error bar, the sample standard deviation divided by $\sqrt N$, is then unreliable. In 2000 runs of $10^4$ points, 69 % of the HSF results were too low, and 79 % lay within two error bars of $1/\pi$. A normal law would give about 95 %.

### 4. The comparison

The finite-$N$ laws, evaluated numerically, give these mean absolute errors:

| $N$ | histogram at $h_*$ | HSF |
|---|---|---|
| $10^4$ | 0.204 | 0.092 |
| $10^6$ | 0.086 | 0.021 |
| $10^8$ | 0.035 | 0.0045 |

Between the last two rows the logarithmic slopes are $-0.195$ and $-0.331$, close to $-1/5$ and $-1/3$.

For a mean absolute error of 0.01, the histogram needs $1.631\,(2N)^{-1/5}=0.01$, and HSF needs $2.08\,N^{-1/3}=0.01$:

$$N_{\rm hist}=\tfrac12(163.1)^5\approx5.8\times10^{10},\qquad N_{\rm HSF}=(208)^3\approx9.0\times10^6.$$

With the histogram at $h_*$, HSF wins by a factor of about 6400, although it falls short of $N^{-1/2}$. A radius tuned to the mean absolute error, about $0.93\,h_*$, saves the histogram only some 5 % of its points and lowers the factor to about 6100.

This large factor belongs to the plain count in a ball, which leaves the cusp bias in. The slope $\rho'(0)=-2\rho(0)$ follows from $V$ alone (the cusp condition), so the estimate can be divided by $1-\frac32h$. The bias then starts at $\frac65h^2$, the best radius scales as $N^{-1/7}$, and the error falls as $N^{-2/7}$. A mean absolute error of 1 % takes about $2\times10^7$ points at $h\approx0.076$ bohr, only about twice the HSF number.

A single run need not show this ranking. With $N=10^6$ the radius is $h_*=0.05493$ bohr, and one run put 222 points in the ball:

$$\frac{222}{10^6\cdot\frac{4\pi}3(0.05493)^3}\approx0.3198\ \text{bohr}^{-3}.$$

The same points gave $0.3168\ \text{bohr}^{-3}$ by HSF. The errors, $+0.47\,\%$ and $-0.46\,\%$, are practically equal in size. Both are smaller than usual, since the mean absolute errors at this $N$ are 8.6 % and 2.1 %. The histogram owes more to chance. Its bias is $-\frac32h_*+\frac65h_*^2\approx-8\,\%$, and an upward fluctuation of the count happened to cancel it.

## Variation 1: recover the $N^{-1/2}$ law

*Find an unbiased estimator with finite variance.*

Take a smooth $f(r)$ with $f(0)=1$ and $f\rho\to0$ at infinity. Since $\rho'=-2\rho$,

$$\rho(0)=-\int_0^\infty(f\rho)'dr=\int_0^\infty(2f-f')\rho\,dr=\Big\langle\frac{2f-f'}{4\pi r^2}\Big\rangle,$$

where the last step uses $d^3r=4\pi r^2dr$. The choice $f=1$ returns the HSF estimator. To weaken the singularity, $2f-f'$ must vanish at the nucleus, so $f'(0)=2$. With $f=1+2r$ one has $2f-f'=4r$, and the estimator is $1/(\pi r)$.

Relative to $1/\pi$ its mean is $\langle1/r\rangle=4\int_0^\infty re^{-2r}dr=1$, and its variance is $\langle1/r^2\rangle-1=1$. The central limit theorem applies, and the mean absolute error is $\sqrt{2/\pi}\,N^{-1/2}\approx0.798\,N^{-1/2}$. An error of 1 % takes $(79.8)^2\approx6400$ points. In the repeated runs, 96 % of the results lay within two error bars.

The choice $f=1+2r+2r^2$ gives $2f-f'=4r^2$ and the constant $1/\pi$, with no variance at all. This measures nothing: the answer entered through $\rho'/\rho=-2$, which was assumed known at every $r$. The derivation of $1/(\pi r)$ above uses the same assumption, whereas the HSF identity of section 2 needs only $V$.

## Variation 2: points from the mixed density

*A projector method with guiding function $e^{-\zeta r}$ samples the product of the guide and the exact state, not the square of the exact state. What do the estimators converge to?*

The product is proportional to $e^{-2\alpha r}$ with $\alpha=(1+\zeta)/2$. Normalized, the mixed density is $(\alpha^3/\pi)e^{-2\alpha r}$. Its averages are

$$\Big\langle\frac1{r^2}\Big\rangle=4\alpha^3\int_0^\infty e^{-2\alpha r}dr=2\alpha^2,\qquad\Big\langle\frac1r\Big\rangle=4\alpha^3\int_0^\infty re^{-2\alpha r}dr=\alpha.$$

In units of $1/\pi$, a histogram with $h\to0$ therefore tends to $\alpha^3$, the estimator $1/(2\pi r^2)$ to $\alpha^2$, and $1/(\pi r)$ to $\alpha$. For $\zeta=0.9$ these limits are 0.857, 0.903 and 0.950.

More points do not remove these errors of 14, 10 and 5 %. The three estimators agree when the points come from the pure density, which here requires $\zeta=1$. For this guide the smoother estimators have a smaller mixed bias, but they do not turn mixed sampling into pure sampling.

## Computed values

```
exact density 1/pi = 0.318310 bohr^-3
HSF mean by quadrature = 0.318310 bohr^-3
1/(pi r) mean by quadrature = 0.318310 bohr^-3
1/(pi r) relative variance = 1.000000
screened Coulomb mu = 0.2 bohr^-1, energy = -0.326809 hartree
  density at nucleus, direct = 0.302656 bohr^-3
  density at nucleus, HSF    = 0.302656 bohr^-3
second moment of 1/(2r^2), r > 1e-02 bohr: 91.31 bohr^-4
second moment of 1/(2r^2), r > 1e-03 bohr: 986.7 bohr^-4
second moment of 1/(2r^2), r > 1e-04 bohr: 9982 bohr^-4
second moment of 1/(2r^2), r > 1e-05 bohr: 9.998e+04 bohr^-4
MAE constants: histogram 1.6306 (times h*), HSF 2.0799, 1/(pi r) 0.7979
bias^2/variance at h*, N = 1e12: 1.4995
relative MAE (histogram at h*, HSF, 1/(pi r) by normal law):
  N = 1e+04: 0.20415  0.09243  0.007979
    h* law 0.13797 bohr, numerical optimum 0.14346 bohr, rms at h* 0.24020
  N = 1e+06: 0.08614  0.02056  0.000798
    h* law 0.05493 bohr, numerical optimum 0.05578 bohr, rms at h* 0.10193
  N = 1e+08: 0.03511  0.00447  0.000080
    h* law 0.02187 bohr, numerical optimum 0.02200 bohr, rms at h* 0.04163
slopes from 1e6 to 1e8: histogram -0.1949, HSF -0.3314
HSF slope from 1e8 to 1e12: -0.3330
HSF probability of too low a result, N = 1e12: 0.6667
2000 runs of N = 10000: sampled relative MAE
  histogram 0.2026, HSF 0.0912, 1/(pi r) 0.00782
  HSF runs too low: 0.692 (theory 0.682)
  within 2 error bars: HSF 0.789, 1/(pi r) 0.956
one run, N = 1000000: h* = 0.05493 bohr, count in ball = 222
  histogram = 0.31980 bohr^-3
  HSF = 0.31684 bohr^-3, nominal error bar 0.00453 bohr^-3
  1/(pi r) = 0.31827 bohr^-3, nominal error bar 0.00032 bohr^-3
samples for 1 % MAE: histogram 5.76e+10, HSF 9e+06, 1/(pi r) 6.37e+03
  finite-N MAE there: histogram 0.00996, HSF 0.00994
mixed density, zeta = 0.9 bohr^-1, ratio to 1/pi:
  delta 0.8574, HSF 0.9025, 1/(pi r) 0.9500
```
